# Singlet-triplet mixing and the 3P1 lifetime in Zn, Cd, Hg

## Result and conventions

An atom with one $ns$ and one $np$ electron outside closed shells has two levels with $J=1$, called $^3P_1$ and $^1P_1$. Spin-orbit coupling mixes them by an angle $\theta$ given by

$$\tan 2\theta=\frac{\sqrt2\,\zeta}{2K+\zeta/2},\qquad 0\le 2\theta<\pi, \tag{1}$$

and the lower one decays to the ground level $ns^2\,{}^1S_0$ at the rate

$$A(^3P_1)=\tfrac89\,\alpha^3\omega_T^3R^2\sin^2\theta . \tag{2}$$

Here $\zeta$ is the spin-orbit constant of the $p$ electron, $K$ the exchange integral, $\omega_T$ the photon energy, $R=\int P_s\,r\,P_p\,dr$ the radial dipole integral and $\alpha$ the fine-structure constant. The functions $P$ are $r$ times the normalized radial functions. Algebra is in atomic units, where the speed of light is $c=1/\alpha$.

Equations (1) and (2) hold for single configurations, with the same orbitals in the ground and excited states and one radial function for $p_{1/2}$ and $p_{3/2}$. The last condition is lifted in (19) for the dipole amplitude only; the energy matrix keeps a single $K$. The Breit interaction and the admixture of $np^2$ to the ground state are left out.

## Exchange and spin-orbit energies

Without spin-orbit coupling, the spatial state is $[s(1)p_m(2)\pm p_m(1)s(2)]/\sqrt2$. The plus sign belongs to the singlet, because the total state must be antisymmetric. The expectation value of $1/r_{12}$ contains a direct term, equal in both cases, and an exchange term with the sign $\pm$. Hence

$$E(^3P)=F_0-K,\qquad E(^1P)=F_0+K. \tag{3}$$

The reference energy $F_0$ contains the direct repulsion and the orbital energies, measured from the ground level. To find $K$, note that the product $s\,p_m$ has the angular dependence $Y_{00}Y_{1m}$, so only the dipole term $\frac{4\pi}{3}\frac{r_<}{r_>^2}\sum_\mu Y_{1\mu}Y_{1\mu}^*$ of $1/r_{12}$ contributes. Each of its two angular integrals gives $Y_{00}=1/\sqrt{4\pi}$. The angular factor is $\frac{4\pi}{3}\frac1{4\pi}=\frac13$, and

$$K=\frac{G^1}{3},\quad G^1=\iint P_sP_p(r)\,\frac{r_<}{r_>^2}\,P_sP_p(r')\,dr\,dr'. \tag{4}$$

There are nine triplet and three singlet states, so the configuration average is

$$E_{\rm av}=\frac{9(F_0-K)+3(F_0+K)}{12}=F_0-\frac K2. \tag{5}$$

The spin-orbit operator $\zeta\,\mathbf l\cdot\mathbf s$ acts on the $p$ electron alone, since $l=0$ for the $s$ electron. From $\mathbf l\cdot\mathbf s=\frac12[j(j+1)-l(l+1)-s(s+1)]$ its values are

$$-\zeta\ (j=\tfrac12),\qquad +\tfrac12\zeta\ (j=\tfrac32). \tag{6}$$

Coupling $s_{1/2}$ to $p_{1/2}$ gives $J=0,1$; coupling it to $p_{3/2}$ gives $J=1,2$. The levels $J=0$ and $J=2$ each occur once, are pure triplets, and have energies

$$E(^3P_0)=F_0-K-\zeta,\qquad E(^3P_2)=F_0-K+\tfrac12\zeta. \tag{7}$$

## The two J = 1 levels

Let $|\tfrac12\rangle$ and $|\tfrac32\rangle$ be the $J=1$ states containing $p_{1/2}$ and $p_{3/2}$, and let $w$ be the weight of $|\tfrac12\rangle$ in the singlet. In a singlet the expectation value of each electron's spin vanishes, so $\langle\mathbf l\cdot\mathbf s\rangle=0$. By (6), $-w+\frac12(1-w)=0$, so $w=\frac13$. The phases of the two $jj$ states can be chosen to make both singlet coefficients positive. The triplet is the orthogonal combination:

$$|S\rangle=\sqrt{\tfrac13}|\tfrac12\rangle+\sqrt{\tfrac23}|\tfrac32\rangle,\quad
|T\rangle=\sqrt{\tfrac23}|\tfrac12\rangle-\sqrt{\tfrac13}|\tfrac32\rangle. \tag{8}$$

The spin-orbit matrix elements follow from (6) and (8):

$$\langle T|\zeta\mathbf l\cdot\mathbf s|T\rangle=\zeta\left(-\tfrac23+\tfrac16\right)=-\tfrac12\zeta,$$
$$\langle S|\zeta\mathbf l\cdot\mathbf s|T\rangle=\tfrac{\sqrt2}{3}\zeta\left(-1-\tfrac12\right)=-\tfrac{\zeta}{\sqrt2}.$$

Adding the energies (3) gives, in the order $T,S$,

$$H=\begin{pmatrix}F_0-K-\zeta/2&-\zeta/\sqrt2\\-\zeta/\sqrt2&F_0+K\end{pmatrix}. \tag{9}$$

The mean of the diagonal elements is $F_0-\zeta/4$, and half their difference is $K+\zeta/4$. Write

$$K+\tfrac14\zeta=D\cos2\theta,\qquad \zeta/\sqrt2=D\sin2\theta. \tag{10}$$

The quotient of these equations is (1), and the sum of their squares gives $D$. Apart from the mean energy, the matrix acts on the column $(\cos\theta,\sin\theta)$ as

$$-D\begin{pmatrix}\cos2\theta\cos\theta+\sin2\theta\sin\theta\\ \sin2\theta\cos\theta-\cos2\theta\sin\theta\end{pmatrix}=-D\begin{pmatrix}\cos\theta\\ \sin\theta\end{pmatrix}.$$

This is therefore the lower eigenvector. The levels and states are

$$E_{T,S}=F_0-\tfrac14\zeta\mp\sqrt{(K+\tfrac14\zeta)^2+\tfrac12\zeta^2}, \tag{11}$$
$$|^3P_1\rangle=\cos\theta|T\rangle+\sin\theta|S\rangle,\quad
|^1P_1\rangle=-\sin\theta|T\rangle+\cos\theta|S\rangle. \tag{12}$$

For $\zeta\ll K$, (1) gives $\theta\simeq\zeta/(2\sqrt2K)$ and

$$\sin^2\theta\simeq\zeta^2/(8K^2). \tag{13}$$

For $\zeta\gg K$, (10) gives $D=\frac34\zeta$ and $\cos2\theta=\frac13$, hence $\sin^2\theta=\frac12(1-\cos2\theta)=\frac13$. The lower level has then become $|\tfrac12\rangle$, whose singlet weight is $\frac13$ by (8). The quadratic growth in (13) thus saturates, and "triplet" is then a label of the level's origin rather than of its spin.

## Emission rate

In a volume $V$, the squared dipole coupling to a mode with polarization $\boldsymbol\epsilon$ is $(2\pi\omega/V)|\boldsymbol\epsilon\cdot\mathbf d|^2$, where $\mathbf d$ is the transition dipole. The number of modes per unit energy and solid angle is $V\omega^2\alpha^3/(8\pi^3)$ for each polarization. The golden rule multiplies these factors by $2\pi$:

$$A=\frac{\alpha^3\omega^3}{2\pi}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2.$$

The two polarizations are perpendicular to the photon direction $\mathbf n$, so the sum is $|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2$. The directional average of the last term is $|\mathbf d|^2/3$. The integral is therefore $\frac{8\pi}{3}|\mathbf d|^2$, and

$$A=\tfrac43\alpha^3\omega^3|\mathbf d|^2. \tag{14}$$

This presumes weak coupling and a wavelength much larger than the atom.

Now take the ground determinant $|s{\uparrow}s{\downarrow}|$. The dipole operator does not change spin. Its matrix element with $|s{\uparrow}p_m{\downarrow}|$ is $\langle s|\mathbf r|p_m\rangle$; with $|s{\downarrow}p_m{\uparrow}|$ it is $-\langle s|\mathbf r|p_m\rangle$, because two columns must be exchanged to match the ground determinant. The singlet is the difference of these determinants divided by $\sqrt2$, so its amplitude is $\sqrt2\langle s|\mathbf r|p_m\rangle$. In the triplet sum the two terms cancel, and the triplet states with parallel spins have no amplitude either.

For $p_z$, the angular integral of $\cos\vartheta$ between $1/\sqrt{4\pi}$ and $\sqrt{3/4\pi}\cos\vartheta$ is $1/\sqrt3$. Hence

$$|\mathbf d(S)|^2=2\cdot\frac{R^2}{3}=\tfrac23R^2,\qquad \mathbf d(T)=0. \tag{15}$$

The amplitude of the lower state in (12) is $\sin\theta$ times that of the singlet. Inserting this in (14) gives the factor $\frac43\cdot\frac23=\frac89$ and proves (2). For the upper state $\sin\theta$ is replaced by $\cos\theta$, so

$$\frac{A(^3P_1)}{A(^1P_1)}=\tan^2\theta\left(\frac{\omega_T}{\omega_S}\right)^3. \tag{16}$$

The intercombination line borrows its strength from the singlet line, but radiates at its own frequency. The levels $^3P_0$ and $^3P_2$ gain no such rate: a vector operator cannot connect $J=0$ or $J=2$ to $J=0$.

The angular algebra was tested by diagonalizing the Hamiltonian among all twelve determinants, using explicit spin matrices and integrals over Gaussian orbitals. Levels and line strengths agreed for weak, intermediate and strong coupling. The polarization sum and the golden-rule step in (14) were tested by letting an excited state decay into a discretized flat continuum; the coupling strength and mode density were taken from the expressions above.

## Different radial functions for the two p orbitals

Spin-orbit coupling also makes the $p_{1/2}$ and $p_{3/2}$ radial functions differ. To first order, let $\xi(r)\,\mathbf l\cdot\mathbf s$ be the perturbation and $c_j=-1,\frac12$ the values of $\mathbf l\cdot\mathbf s$. Mixing with other orbitals $n'p$ changes the dipole integral to

$$R_j=R+c_jX,\qquad X=\sum_{n'\ne n}\frac{R_{n'}\langle n'p|\xi|np\rangle}{\varepsilon_{np}-\varepsilon_{n'p}}. \tag{17}$$

The difference $R_{1/2}-R_{3/2}=-\frac32X$ is of first order in the coupling, as is $\theta$. It cannot be dropped merely because it is small. The terms with unoccupied $n'p$, continuum included, stand for mixing with singlets of other $sn'p$ configurations, with the exchange splitting of every configuration, $snp$ included, and the exchange coupling between them neglected. For a filled core shell $n'p$, mixing it with the occupied $np$ orbital leaves the excited determinant unchanged. Those terms stand instead for an admixture of the excitation $n'p\to np$ to the ground determinant.

To obtain its effect, separate each $jj$ dipole amplitude into an angular factor and $R_j$. For equal radial functions, (8) and (15) require the amplitudes of $|\tfrac12\rangle$ and $|\tfrac32\rangle$ to be $\sqrt{1/3}$ and $\sqrt{2/3}$ times that of $|S\rangle$: these are the overlaps with the one state that radiates. In units in which equal radial functions give the singlet amplitude $R$, the general amplitudes are $\sqrt{1/3}R_{1/2}$ and $\sqrt{2/3}R_{3/2}$. Equation (8) then gives

$$\rho_S=\tfrac13(R_{1/2}+2R_{3/2})\equiv\bar R,\quad
\rho_T=\tfrac{\sqrt2}{3}(R_{1/2}-R_{3/2}). \tag{18}$$

The mean $\bar R$ has no first-order shift, since $-1+2\cdot\frac12=0$. With (12), the product $R\sin\theta$ in (2) becomes

$$\rho=\bar R\sin\theta+\rho_T\cos\theta. \tag{19}$$

The second term is a direct amplitude. Its sign relative to the first depends on the radial functions. With the same sign it shortens the lifetime; with the opposite sign it lengthens it, as long as it is less than twice the first term in size.

For Dirac orbitals with large and small components $P$ and $Q$,

$$R_j=\int(P_sP_j+Q_sQ_j)\,r\,dr. \tag{20}$$

Both products have the same angular factor. The angular functions of the small components follow from those of the large ones by the operator $-\boldsymbol\sigma\cdot\hat{\mathbf r}$, which commutes with $\mathbf r$ and has square one.

## The spin-orbit constant

In a central potential $v$, eliminating the small component from the Dirac equation gives, for the large component $\phi$,

$$\tfrac12\boldsymbol\sigma\cdot\mathbf p\left[1+\frac{\varepsilon-v}{2c^2}\right]^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi=(\varepsilon-v)\phi.$$

Expanding the bracket to first order produces the term $\frac{\alpha^2}{4}\boldsymbol\sigma\cdot\mathbf p\,v\,\boldsymbol\sigma\cdot\mathbf p$. Its spin-dependent part is $\frac{\alpha^2}{4}\boldsymbol\sigma\cdot(\nabla v\times\mathbf p)=\frac{\alpha^2}{4}\frac{v'}{r}\boldsymbol\sigma\cdot\mathbf l$. Since $\boldsymbol\sigma=2\mathbf s$,

$$\xi=\frac{\alpha^2}{2}\frac{v'}{r},\qquad \zeta\simeq\langle np|\xi|np\rangle. \tag{21}$$

For heavy atoms it is better to take $\zeta$ from the Dirac orbital energies. By (6) their splitting is $\frac32\zeta$, so

$$\zeta=\tfrac23(\varepsilon_{3/2}-\varepsilon_{1/2}). \tag{22}$$

For Zn, (21) was tested against (22) with the speed of light raised fourfold in the same potential; after scaling by $c^2$ they agreed within one per cent.

## Computing Zn, Cd and Hg

The three atoms are treated alike, with the radial Dirac-Kohn-Sham equations, a point nucleus and the local density approximation (Slater exchange and VWN correlation). The outer occupation is $ns^{1.5}np^{0.5}$. A finite nucleus leaves the tabulated Zn and Cd values unchanged; for Hg it lowers $E(^3P_1)$ by 0.01 eV and lengthens the lifetimes by about half a per cent.

This choice supplies an excitation energy. If a fraction $q$ of an electron is moved from $ns$ to $np$, the derivative of the stationary total energy with respect to $q$ is $g(q)=\varepsilon_p-\varepsilon_s$. Expansion about the midpoint gives

$$E(1)-E(0)=\int_0^1g\,dq=g(\tfrac12)+\tfrac1{24}g''(\tfrac12)+\dots, \tag{23}$$

because the linear term integrates to zero. For Zn, both $g(\frac12)$ and the difference of total energies are 5.18 eV. Identifying this spin-unpolarized energy with $E_{\rm av}$ in (5) is a further approximation, and it errs upward. In nonrelativistic spin-polarized calculations for Zn, where the determinants $s{\uparrow}p{\uparrow}$ and $s{\uparrow}p{\downarrow}$ give $F_0-K$ and $F_0$, the unpolarized energy lies about 0.4 eV above $E_{\rm av}$ and within 0.1 eV of $F_0$. The $p$ energy is the average over the six spin-orbitals, $\bar\varepsilon_p=(\varepsilon_{1/2}+2\varepsilon_{3/2})/3$. In (4), the product $P_sP_p$ is replaced by the corresponding mean of the $p_{1/2}$ and $p_{3/2}$ products, including small components.

For Zn, the orbital energies are $\varepsilon_s=-6.985$, $\varepsilon_{1/2}=-1.851$ and $\varepsilon_{3/2}=-1.778$ eV, and $G^1=4.210$ eV. Thus

$$\zeta=\tfrac23(1.8514-1.7780)=0.049\ {\rm eV},\quad K=4.210/3=1.403\ {\rm eV},$$
$$F_0=E_{\rm av}+K/2=5.183+0.702=5.885\ {\rm eV}.$$

Equation (1) gives

$$\tan2\theta=\frac{1.4142\times0.04896}{2.8066+0.0245}=0.02446,\qquad \sin\theta=0.01223,$$

and (11) puts $^3P_1$ at 4.456 eV and $^1P_1$ at 7.288 eV. With $\bar R=1.448$ Å, the mixing amplitude is $\bar R\sin\theta=0.01771$ Å.

To use eV and Å in (2), restore the units through $E_ha_0=\alpha\hbar c$, where $E_h$ and $a_0$ are the atomic units of energy and length:

$$A=\frac89\,\frac{\alpha E_T^3\rho^2}{\hbar(\hbar c)^2}. \tag{24}$$

With $\hbar=6.582\times10^{-16}$ eV s and $\hbar c=1973.27$ eV Å,

$$A=\frac{0.8889\times0.007297\times4.456^3\times0.01771^2}{6.582\times10^{-16}\times1973.27^2}=7.0\times10^4\ {\rm s^{-1}},$$

a lifetime of 14 µs. The direct amplitude adds 0.00228 Å, so $\rho=0.0200$ Å and the lifetime falls to 11 µs. The same steps give:

| | Zn | Cd | Hg |
|---|---|---|---|
| $\zeta$ (eV) | 0.049 | 0.141 | 0.525 |
| $K$ (eV) | 1.40 | 1.32 | 1.25 |
| $E(^3P_1)$ (eV) | 4.46 | 4.05 | 5.15 |
| $\sin^2\theta$ | 0.00015 | 0.00135 | 0.0172 |
| $\tau$, mixing only (µs) | 14 | 1.8 | 0.083 |
| $\tau$, with direct term (µs) | 11 | 1.4 | 0.059 |

## Reading the trend

The lifetime falls from Zn to Cd to Hg with either amplitude. With mixing alone, the Hg rate exceeds the Zn rate by the product of three factors from (2):

$$\underbrace{115}_{\sin^2\theta}\times\underbrace{1.54}_{\omega_T^3}\times\underbrace{0.97}_{\bar R^2}\simeq172.$$

Mixing thus supplies most of the change. Behind it is the growth of $\zeta$ by a factor of 10.7, while $K$ falls by about 11 per cent. In the weak-coupling formula (13) these changes would raise $\sin^2\theta$ by a factor of 146. The term $\zeta/2$ in the denominator of (1) and the bending of the tangent reduce this to 115. For Hg itself, (13) gives 0.0222 instead of 0.0172, an overestimate of 29 per cent relative to the full two-level result.

The photon energy does not follow the lifetime. It falls from Zn to Cd, which by itself would lengthen the Cd lifetime, and then rises to Hg. The increase in mixing outweighs that fall.

The lowest-order constant (21) also loses accuracy down the group. Evaluated with the nearly nonrelativistic $p$ orbital in the same potential, it gives 0.046, 0.119 and 0.296 eV, which lie 6, 16 and 44 per cent below the Dirac values. Since the rate is nearly quadratic in $\zeta$, using (21) for Hg would greatly underestimate the mixing.

In all three atoms $R_{1/2}>R_{3/2}$, so the two terms in (19) add. The direct term is 13, 12 and 18 per cent of the mixing amplitude. Squaring the summed amplitude raises the rates by 27, 26 and 40 per cent relative to mixing alone, mostly through the cross term. These gains are not the net effect of the two radial functions, because the exchange integrals differ at the same first order: $K_{1/2}$ and $K_{3/2}$ are 1.43 and 1.39 eV for Zn, 1.40 and 1.28 eV for Cd, and 1.53 and 1.12 eV for Hg. If each $\varepsilon_j-\varepsilon_s$ is taken as the average energy of its own $sp_j$ states, the spacing $\frac32\zeta$ that fixes the singlet-triplet element in (9) shrinks by $(K_{1/2}-K_{3/2})/2$, and $\sin^2\theta$ is roughly halved. With this change and the direct term together, the lifetimes become 20, 2.4 and 0.096 µs, longer than with mixing alone. The exchange correction cancels to first order if the orbital energies are identified with $F_0$ instead, so the model does not fix the sign of the net effect. The order of the lifetimes survives in each case.

Measured lifetimes are roughly 20 to 30, 2.4 and 0.12 µs. The calculation reproduces the fall over two orders of magnitude, but gives lifetimes that are too short, and the direct term, taken without the matching change in exchange, moves them further from these rough values. That the mixing-only results lie closer is no evidence that the direct term is absent, because the model has other errors of comparable or larger size.

The energies show one limitation. The calculated $^1P_1$ level of Zn lies at 7.3 eV, whereas the measured one is roughly at 5.8 eV. The measured $^3P_1$ level of Zn, roughly 4.0 eV, also lies below the calculated 4.5 eV. These rough values give a configuration average of about $(3\times4.0+5.8)/4\approx4.5$ eV against the calculated 5.18 eV, and a singlet-triplet gap of 1.8 eV against 2.8 eV. About half of the 1.5 eV excess of $^1P_1$ thus lies in $E_{\rm av}$, which rests on the local density approximation and on the identification made after (23). The other half lies in the gap, computed from the bare exchange integral with common orbitals, without configuration mixing or separate relaxation of singlet and triplet orbitals. Correcting the energies alone does not cure the lifetime. With $D=0.9$ eV, (10) gives $\sin^2\theta\approx0.00037$, 2.5 times the tabulated value, while the lower photon energy multiplies the rate by $(4.0/4.46)^3=0.72$; the mixing-only lifetime of Zn falls to about 8 µs, further from measurement. The remaining error may lie in quantities the level positions do not fix, such as the dipole integral, the omitted admixture of $np^2$ to the ground state, and the singlet-triplet matrix element in (9), which assumes one radial function for singlet and triplet; a dipole integral common to both lines cannot be the whole cause, since it cancels in (16), and with a measured $^1P_1$ lifetime of about 1.4 ns that equation gives $\tan^2\theta$ between 0.00014 and 0.00021 for Zn, well below 0.00037. The local potential also affects the outer $p$ orbital, and with it $\zeta$, $K$ and $R_j$. The calculation thus supports the trend and its main cause, not precise absolute lifetimes. The remaining intermediate values are in the numerical output.

## Values computed for the example and the checks

```
fine-structure constant: 0.00729735
hbar (eV s): 6.582120e-16
hbar c (eV angstrom): 1973.2698
columns: Zn, Cd, Hg
ns orbital energy (eV): -6.9854, -6.6271, -7.9566
np1/2 orbital energy (eV): -1.8514, -1.9872, -2.3959
np3/2 orbital energy (eV): -1.778, -1.7754, -1.6089
average excitation (eV): 5.183, 4.7812, 6.0854
zeta from Dirac splitting (eV): 0.048959, 0.14116, 0.52469
zeta lowest order (eV): 0.046086, 0.11892, 0.29618
G1 (eV): 4.2098, 3.9622, 3.7367
K = G1/3 (eV): 1.4033, 1.3207, 1.2456
F0 reference energy (eV): 5.8846, 5.4415, 6.7082
E 3P0 (eV): 4.4324, 3.9796, 4.9379
E 3P1 (eV): 4.4564, 4.0465, 5.1511
E 3P2 (eV): 4.5058, 4.1914, 5.7249
E 1P1 (eV): 7.2883, 6.7659, 8.0028
tan 2theta: 0.024457, 0.073611, 0.26948
sin theta: 0.012226, 0.036731, 0.13124
sin^2 theta: 0.00014947, 0.0013492, 0.017223
zeta^2/(8K^2): 0.00015216, 0.001428, 0.022181
R 1/2 (angstrom): 1.4516, 1.5819, 1.473
R 3/2 (angstrom): 1.4468, 1.5668, 1.4004
R mean (angstrom): 1.4484, 1.5718, 1.4246
mixing amplitude (angstrom): 0.017708, 0.057735, 0.18696
direct amplitude (angstrom): 0.0022801, 0.0070957, 0.033952
3P1 rate, mixing only (1/s): 70240, 5.5899e+05, 1.2091e+07
3P1 rate, with direct (1/s): 89493, 7.0484e+05, 1.6881e+07
3P1 lifetime, mixing only (us): 14.237, 1.7889, 0.082706
3P1 lifetime, with direct (us): 11.174, 1.4188, 0.059237
1P1 lifetime (ns): 0.48658, 0.5172, 0.38899
Zn excitation from total energies (eV): 5.1833
Hg/Zn rate factor from mixing: 115.2
Hg/Zn rate factor from photon energy: 1.544
Hg/Zn rate factor from radial integral: 0.9674
```
